# Generalised Bloch equation and low-order effective Hamiltonians for quasi-degenerate states

## Definitions and conventions

Let the Hamiltonian be $H=H_0+V$, with $H_0$ and $V$ Hermitian, represented in a finite orthonormal basis of eigenstates $H_0|k\rangle=E_k|k\rangle$. Choose $d$ of these states, labelled $i,j,k$, as the model space. Its projector is $P$. The remaining states, labelled $q,r$, have the projector $Q=1-P$. Both projectors commute with $H_0$, so $PH_0Q=QH_0P=0$.

The model energies $E_j$ may differ; this is the quasi-degenerate case. No external energy may coincide with a model energy:

$$D_{jq}\equiv E_j-E_q\neq0 .$$

The aim is an operator $H_{\rm eff}$ acting in the model space, whose $d$ eigenvalues are eigenvalues of $H$. It is built from a wave operator $\Omega=\Omega P$ that turns model functions into full ones, in intermediate normalisation:

$$P\Omega P=P,\qquad \Omega=P+\chi,\qquad \chi=Q\Omega P .$$

Order means the power of $V$. The orders of $\chi$ are $\chi_1,\chi_2,\dots$, and those of $H_{\rm eff}$ are $h_0,h_1,h_2,\dots$.

The results to be derived are the generalised Bloch equation,

$$[\Omega,H_0]P=V\Omega P-\Omega PV\Omega P, \tag{1}$$

and the second-order effective Hamiltonian,

$$(h_2)_{ij}=\sum_q\frac{V_{iq}V_{qj}}{E_j-E_q}. \tag{2}$$

The folded term, which comes from the last product in (1), is absent from $h_2$. It enters the second-order wave operator and therefore $h_3$. Non-Hermiticity is already present in (2), because the denominator contains the energy of the right-hand state only.

## First derivation: from eigenstates

**The Bloch equation.** Select $d$ eigenstates, $H\Psi^a=E^a\Psi^a$, whose projections $\Psi_0^a=P\Psi^a$ are linearly independent. These projections then form a basis of the model space, so the requirement

$$\Omega\Psi_0^a=\Psi^a,\qquad \Omega Q=0$$

defines one linear operator. Since $P\Omega\Psi_0^a=P\Psi^a=\Psi_0^a$ for a complete set of model functions, $P\Omega P=P$ follows.

Write the Schrödinger equation as $H\Omega\Psi_0^a=E^a\Psi^a$ and project it on the model space:

$$PH\Omega\Psi_0^a=E^a\Psi_0^a .$$

Hence the effective Hamiltonian is

$$H_{\rm eff}=PH\Omega P=PH_0P+PV\Omega P. \tag{3}$$

The second form uses $PH_0\Omega P=H_0P\Omega P=H_0P$. The eigenvalues of $H_{\rm eff}$ are the selected $E^a$, and its eigenvectors are the projections $\Psi_0^a$.

Now apply $\Omega$ to the projected equation. The right side becomes $E^a\Psi^a$, which is also $H\Omega\Psi_0^a$. Because the $\Psi_0^a$ span the model space, the energies can be eliminated:

$$H\Omega P=\Omega H_{\rm eff}. \tag{4}$$

Insert $H=H_0+V$ on the left and (3) on the right:

$$H_0\Omega P+V\Omega P=\Omega H_0P+\Omega PV\Omega P .$$

Moving $H_0\Omega P$ to the right and $\Omega PV\Omega P$ to the left gives (1). No common model energy was needed. If all $E_j$ equal $E_0$, the left side of (1) reduces to $(E_0-H_0)\Omega P$.

**Expansion.** The $P$ component of (1) reads $0=0$: on the right, $PV\Omega P-P\Omega PV\Omega P$ vanishes because $P\Omega P=P$. The $Q$ component is

$$[\chi,H_0]P=QV\Omega P-\chi PV\Omega P. \tag{5}$$

Put $\Omega_0=P$ and $\Omega_n=\chi_n$ for $n\ge1$. Collecting terms of order $n$ gives

$$[\chi_n,H_0]P=QV\Omega_{n-1}P-\sum_{m=1}^{n-1}\chi_mPV\Omega_{n-1-m}P. \tag{6}$$

The matrix element of the left side between $\langle q|$ and $|j\rangle$ is $(E_j-E_q)\langle q|\chi_n|j\rangle$, since $H_0$ acts to the right in one term and to the left in the other.

For $n=1$ the sum in (6) is empty, so

$$\langle q|\chi_1|j\rangle=\frac{V_{qj}}{D_{jq}} . \tag{7}$$

From (3), $h_1=PVP$ and $h_2=PV\chi_1$. Inserting (7) gives (2).

For $n=2$ the sum has one term, $\chi_1PVP$:

$$D_{jq}\langle q|\chi_2|j\rangle=\sum_r\frac{V_{qr}V_{rj}}{D_{jr}}-\sum_k\frac{V_{qk}V_{kj}}{D_{kq}}. \tag{8}$$

The second sum is the folded term. Its intermediate state $k$ lies in the model space, and its denominator contains $E_k$ instead of $E_j$. Dividing by $D_{jq}$ and multiplying from the left by $V_{iq}$ gives $h_3=PV\chi_2$:

$$(h_3)_{ij}=\sum_{q,r}\frac{V_{iq}V_{qr}V_{rj}}{D_{jq}D_{jr}}-\sum_{q,k}\frac{V_{iq}V_{qk}V_{kj}}{D_{jq}D_{kq}} . \tag{9}$$

The first sum will be called the ladder part.

**Non-Hermiticity.** For Hermitian $V$, the conjugate element is $(h_2)_{ji}^*=\sum_qV_{iq}V_{qj}/D_{iq}$. Subtract it from (2):

$$(h_2)_{ij}-(h_2)_{ji}^*=\sum_qV_{iq}V_{qj}\,\frac{D_{iq}-D_{jq}}{D_{iq}D_{jq}} .$$

The numerator $D_{iq}-D_{jq}$ equals $E_i-E_j$. With (7), the rest is an element of $s_2\equiv\chi_1^\dagger\chi_1$:

$$(h_2-h_2^\dagger)_{ij}=(E_i-E_j)(s_2)_{ij},\qquad h_2-h_2^\dagger=[h_0,s_2]. \tag{10}$$

## Second derivation: by successive decoupling

This route starts from the matrix of $H$, without selecting eigenstates. It seeks a similarity transformation that removes the block leading from $P$ to $Q$.

**The exact condition.** Let $\chi=Q\chi P$ be unknown. Since $PQ=0$, $\chi^2=0$ and $(1+\chi)^{-1}=1-\chi$. The transformed matrix

$$\bar H=(1-\chi)H(1+\chi)$$

has the same eigenvalues as $H$. Using $Q(1-\chi)=Q-\chi$ and $(1+\chi)P=P+\chi$, its lower left block is

$$Q\bar HP=QHP+QH\chi-\chi HP-\chi H\chi .$$

Require this to vanish. The $H_0$ contributions are $H_0\chi-\chi H_0$, because $H_0$ does not connect the two spaces. Therefore

$$\chi H_0-H_0\chi=QV(P+\chi)-\chi V(P+\chi),$$

which is (5). Adding the trivial $P$ component restores (1).

The model block is $P\bar HP=PH(P+\chi)=H_{\rm eff}$, because $P(1-\chi)=P$. Since $Q\bar HP=0$, $\bar H$ is block triangular, and the eigenvalues of $H_{\rm eff}$ belong to $H$. The opposite block is $P\bar HQ=PHQ=PVQ$, which in general remains. The transformation decouples one direction and is not unitary.

**First step.** Transform first with $1+\chi_1$ alone and call the result $H'$. Its lower left block is

$$QH'P=(H_0\chi_1-\chi_1H_0+QVP)+(QV\chi_1-\chi_1VP)-\chi_1V\chi_1 .$$

The brackets group first and second order; the last term is of third order. Choose $[\chi_1,H_0]=QVP$ to cancel the first bracket. Its elements are (7). The model block has become

$$PH'P=PH_0P+PVP+PV\chi_1,$$

which contains (2).

**Second step.** A coupling of second order is left. Transform again with $1+\chi_2$ and cancel it by choosing

$$[\chi_2,H_0]=QV\chi_1-\chi_1VP .$$

This is (8) in operator form. The folded term is the part of the remaining coupling in which the model-space interaction acts before the first transformation. The upper right block is still $PVQ$, so the second step adds $PV\chi_2$ to the model block, giving $h_3$ as in (9).

The two steps combine simply, since $\chi_1\chi_2=0$:

$$(1+\chi_1)(1+\chi_2)=1+\chi_1+\chi_2 .$$

The coupling now left is at least of third order. Removing it needs a $\chi_3$ of third order, which changes the model block through $PV\chi_3$, a fourth-order quantity. Thus $h_2$ and $h_3$ are final.

**Non-Hermiticity from the metric.** Define $S=\Omega^\dagger\Omega=P+\chi^\dagger\chi$; the cross terms vanish because $P\chi=0$. The decoupling condition implies (4), as multiplication of $\bar HP=PH_{\rm eff}$ by $1+\chi$ shows. Multiply (4) from the left by $\Omega^\dagger$:

$$\Omega^\dagger H\Omega=SH_{\rm eff}.$$

The left side is Hermitian, and so is the right:

$$H_{\rm eff}^\dagger S=SH_{\rm eff}. \tag{11}$$

Write $S=P+s_2+s_3+\cdots$. At second order, (11) reads $h_2^\dagger+h_0s_2=h_2+s_2h_0$, which is again (10).

At third order it reads $h_3^\dagger+h_1s_2+h_0s_3=h_3+s_2h_1+s_3h_0$, so

$$h_3-h_3^\dagger=[h_1,s_2]+[h_0,s_3]. \tag{12}$$

**The limit of equal model energies.** If all $E_j$ coincide, $h_0$ is a multiple of $P$ and its commutators vanish. Then $h_2$ is Hermitian. The ladder part of (9) is Hermitian too, since its denominators no longer depend on $j$. The folded part becomes $-s_2h_1$, and its anti-Hermitian difference is $-s_2h_1+h_1s_2=[h_1,s_2]$, in agreement with (12). At this order the folded term is the sole source of non-Hermiticity, and it gives none if $s_2$ commutes with $h_1$.

**A Hermitian form.** $S$ is positive on the model space, so $S^{1/2}$ and its inverse exist there. The operator

$$\tilde H=S^{1/2}H_{\rm eff}S^{-1/2}=S^{-1/2}(SH_{\rm eff})S^{-1/2}$$

is Hermitian and has the eigenvalues of $H_{\rm eff}$. With $S^{\pm1/2}=P\pm\tfrac12s_2+\cdots$, its second-order part is

$$h_2+\tfrac12[s_2,h_0]=h_2-\tfrac12(h_2-h_2^\dagger)=\tfrac12(h_2+h_2^\dagger).$$

The non-Hermiticity therefore reflects the non-orthogonality of the projections $\Psi_0^a$, not complex energies of $H$.

## What each derivation assumes

The first derivation assumes that $d$ eigenstates have been selected and that their projections are independent. This guarantees an $\Omega$, but it does not say which eigenstates to select. Any admissible set satisfies (1). For the matrix of the example below, (1) was verified numerically both for the two lowest eigenstates and for the lowest together with the third.

The second derivation assumes that the decoupling equation has a solution $\chi$. If it has one, (4) holds. For an eigenvector $c$ of $H_{\rm eff}$ with eigenvalue $\mathcal E$, $H\Omega c=\mathcal E\,\Omega c$, and $\Omega c\neq0$ because $P\Omega c=c$. The space reached by $\Omega$ is invariant under the Hermitian $H$, so it is spanned by $d$ eigenstates of $H$. Their projections are independent, because $P$ undoes $\Omega$. The two assumptions are thus equivalent.

The order expansion needs more: $D_{jq}\neq0$. Replace $V$ by $\lambda V$. At $\lambda=0$ the linear map $\chi\mapsto[\chi,H_0]$ has the non-zero eigenvalues $D_{jq}$ and is invertible. For a finite matrix, the implicit function theorem then gives one analytic solution near $\lambda=0$ with $\chi(0)=0$. This is the branch followed by the series. Convergence at $\lambda=1$ is not guaranteed. An external state that is close in energy to a model state, and coupled to it by $V$, can make elements of $\chi_1$ large and spoil the low orders.

Neither derivation needs $d>1$. For a single model state $0$, (9) becomes the ladder sum minus $V_{00}\sum_q|V_{q0}|^2/D_{0q}^2$, the ordinary third-order Rayleigh–Schrödinger energy. In that case the folded term is the familiar subtraction.

## Example: 2s² and 2p² in O⁴⁺

Consider the two valence electrons of free O⁴⁺ in $^1S$ symmetry. The $1s^2$ core is frozen in the Hartree–Fock orbital of O⁶⁺. With nuclear charge $Z=8$,

$$H_0=f(1)+f(2),\qquad V=\frac{e^2}{4\pi\varepsilon_0r_{12}},$$

$$f=-\frac{\hbar^2}{2m}\nabla^2-\frac{Ze^2}{4\pi\varepsilon_0r}+2J_{1s}-K_{1s}.$$

Here $J_{1s}$ and $K_{1s}$ are the Coulomb and exchange operators of the core orbital. The basis has 9 s, 6 p and 4 d Gaussian shells. In each symmetry the exponents start at $0.4\,a_0^{-2}$ and grow by factors of 2.5. This gives 67 configurations.

Diagonalisation in this set is the reference. It omits core relaxation and core correlation, relativity, nuclear motion, higher angular momenta and the rest of the basis. Four decimals are kept below to compare methods within this model, not to claim such accuracy for the ion. The basis is not converged. A denser and more diffuse s, p, d set lowers the two reference levels by about 0.16 and 0.05 eV and raises their separation from 35.89 to 35.99 eV. Adding f, g and h shells to that set lowers the upper level by a further 0.19 eV and brings the separation to 35.81 eV. Energies are in eV relative to the frozen O⁶⁺ core.

State 1 is $2s^2$, with $E_1=-275.5719$; state 2 is $2p^2$, with $E_2=-251.6422$. The nearest external configuration is 58.9269 above $E_2$, against a model splitting of 23.9298. The phase of the $2p^2$ state is chosen so that $V_{12}>0$; the opposite choice reverses the sign of every off-diagonal element, and of every off-diagonal difference, quoted below. The first-order matrix is

$$h_1=\begin{pmatrix}27.4376&9.8757\\9.8757&36.6499\end{pmatrix}.$$

**One external configuration.** Take $q=2s3s$, where $3s$ means the second valence s orbital of this basis. For lack of diffuse functions this orbital lies about 3.8 eV above the converged $3s$. With a converged radial basis the gap above $E_2$ is 55.1 eV and $V_{1q}V_{q2}$ is $15.3\ \mathrm{eV}^2$, while the summed off-diagonal difference of $h_2$ stays near $-0.19$ eV. Its energy is $-192.7152$, and $V_{1q}V_{q2}=21.0034\ \mathrm{eV}^2$. By (2), the right-hand index decides the denominator:

$$(h_2)_{12}:\ \frac{21.0034}{-58.9269}=-0.3564,\qquad (h_2)_{21}:\ \frac{21.0034}{-82.8567}=-0.2535 .$$

The sum over all external configurations is

$$h_2=\begin{pmatrix}-0.9448&-1.0394\\-0.8495&-3.0066\end{pmatrix}.$$

Its off-diagonal difference is $-0.1899$. Equation (10) gives $-23.9298\times0.007937=-0.1899$. The followed configuration supplies $-0.1029$ of it.

**Levels through second order.** Adding $h_0$, $h_1$ and $h_2$ gives

$$\begin{pmatrix}-249.0791&8.8363\\9.0262&-217.9989\end{pmatrix}.$$

The mean of the diagonal is $-233.5390$ and half their difference is 15.5401. The eigenvalues are

$$-233.5390\pm\sqrt{15.5401^2+8.8363\times9.0262}=-233.539\pm17.924 .$$

They are real although the matrix is not symmetric, since the product of the off-diagonal elements is positive. The levels compare with the reference values $-251.4683$ and $-215.5821$ as follows.

| Through order | Error, lower level (eV) | Error, upper level (eV) |
|---|---:|---:|
| 1 | 0.6143 | 3.3094 |
| 2 | 0.0057 | −0.0334 |
| 3 | 0.0039 | −0.0043 |
| 4 | −0.0001 | −0.0037 |

In this basis second order removes about 99% of each first-order error. With f, g and h shells added, the second-order error of the upper level grows to about $-0.13$ eV, and the fraction removed for that level is 96%. The level separation is 35.8471 eV ($5.7433\times10^{-18}$ J), against 35.8862 eV ($5.7496\times10^{-18}$ J) in the reference. Using the Hermitian average of $h_2$ moves the levels by at most 0.0003 eV.

**Why both states belong in the model space.** If $2s^2$ alone is the model state, second order gives $-253.1548$, which is 1.6865 too low. The $2p^2$ term contributes $9.8757^2/(-23.9298)=-4.0756$. Diagonalising $h_0+h_1$ lowers the $2s^2$ level from $-248.1343$ to $-250.8539$, by 2.7196. The difference, 1.3560, accounts for most of the error.

**The folded term.** For the element 22 of $h_3$, the ladder part is 1.1757 and the folded part $-1.0985$, leaving 0.0772. A constant shift of $V$ changes the two parts by exactly opposite amounts. To see this, add $c$ times the unit operator to $V$. The ladder part changes by $c\sum_qV_{iq}V_{qj}/D_{jq}^2$. The folded part, through $k=j$, changes by the opposite amount. A repulsion shared by all configurations therefore drops out of $h_3$ only if the folded term is kept.

The sums (2) and (9) were tested against the orders of $H_{\rm eff}$ extracted from diagonalisations of $H_0+\lambda V$ at small $\lambda$. They agree within $10^{-9}$ eV; without the folded term the largest deviation is 1.0985 eV. A further test gave both model states their mean energy and moved the splitting into $V$. Then $h_2$ was symmetric within numerical tolerance, while $(h_3)_{12}-(h_3)_{21}=-0.1472$ eV, as the folded term requires. The remaining values are in the numerical output.

## Computed values

```
Index 1 = 2s2 1S, index 2 = 2p2 1S; zero = frozen O6+ core
Smallest exponent (bohr^-2): 0.4; ratio: 2.5
Number of s, p, d shells: 9 6 4
Number of 1S configurations: 67
Orbital energy 2s (eV): -137.7860
Orbital energy 2p (eV): -125.8211
E_1, E_2 (eV): -275.5719 -251.6422
E_2 - E_1 (eV): 23.9298
Lowest Q energy minus E_2 (eV): 58.9269
PVP [11 12 21 22] (eV): 27.4376 9.8757 9.8757 36.6499
Followed Q configuration (orbitals numbered in basis): 2s 3s
  its E_q (eV): -192.7152
  V_1q V_q2 (eV^2): 21.0034
  E_1-E_q, E_2-E_q (eV): -82.8567 -58.9269
  its part of H2_12 (eV): -0.3564
  its part of H2_21 (eV): -0.2535
H2 [11 12 21 22] (eV): -0.9448 -1.0394 -0.8495 -3.0066
H2_12 - H2_21 (eV): -0.18994
(Omega1^T Omega1)_12 (no unit): 0.007937
(E_1-E_2)(Omega1^T Omega1)_12 (eV): -0.18994
H3 ladder part [11 12 21 22] (eV): 0.2426 0.4362 0.2716 1.1757
H3 folded part [11 12 21 22] (eV): -0.2925 -0.4869 -0.3816 -1.0985
H3 total [11 12 21 22] (eV): -0.0499 -0.0507 -0.1100 0.0772
Exact-in-basis Heff [11 12 21 22] (eV): -249.1290 8.7820 8.9358 -217.9213
Its Hermitian form [11 12 21 22] (eV): -249.1286 8.8593 8.8593 -217.9217
Equal model energies: H3_12 - H3_21 (eV): -0.14717
Largest Bloch residual (eV): 7.7e-12
H2 sum against diagonalisation, deviation (eV): 2.6e-11
H3 sum against diagonalisation, deviation (eV): 4.8e-10
Same without folded term (eV): 1.0985
Model-space weights of the two states: 0.99433 0.96634
Reference levels (eV): -251.4683 -215.5821
Levels through order 1 (eV): -250.8539 -212.2727; errors 0.6143 3.3094
Levels through order 2 (eV): -251.4626 -215.6155; errors 0.0057 -0.0334
Levels through order 3 (eV): -251.4644 -215.5864; errors 0.0039 -0.0043
Levels through order 4 (eV): -251.4684 -215.5858; errors -0.0001 -0.0037
Levels through order 10 (eV): -251.4683 -215.5821; errors 0.0000 -0.0000
Order 2, symmetrised (eV): -251.4628 -215.6152
Single-state order 2 for 2s2 (eV): -253.1548; error -1.6865
Level separation, order 2: 35.8471 eV = 5.7433e-18 J
Level separation, reference: 35.8862 eV = 5.7496e-18 J
```
